# How deep must one site be to bind an electron?

## Question

I have an infinite simple-cubic lattice with one s orbital per site and nearest-neighbour hopping $-t$. One site is lowered in energy by $U$. An exercise asks me to use Watson's integral to show that this site binds a state only when $U$ exceeds about $3.96t$.

Two things stop me. In one dimension I found that any $U>0$ binds, and I do not see what changes in three. I also diagonalized a periodic cell of $12\times12\times12$ sites with $U=3t$, and its lowest level lies $0.0058t$ below the bottom of the band. That looks like a bound state well under the supposed threshold. Where does the threshold come from, and what is my cell telling me?

## Answer

Your cell result is correct for the cell, but that level is not a bound state of the infinite lattice. The infinite lattice has to be settled first.

### The equation for a bound state

Take the lattice constant as the unit of length and the energy of an ordinary site as zero. With $t>0$ and $U>0$, the Hamiltonian is

$$H=H_0-U|0\rangle\langle 0| ,$$

where $H_0$ contains the hopping. Its Bloch energies are

$$e(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z),$$

so the band runs from $-6t$ to $6t$. There is one electron, and the special site changes nothing except its own energy.

Let $\psi(\mathbf r)$ be the amplitude on site $\mathbf r$, let $\psi_0$ be its value on the special site, and define $\psi(\mathbf k)=\sum_{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)$. Multiply $H\psi=E\psi$ by $e^{-i\mathbf k\cdot\mathbf r}$ and sum over sites. The hopping becomes multiplication by $e(\mathbf k)$. The extra term lives on one site and gives the constant $-U\psi_0$. Hence

$$[e(\mathbf k)-E]\,\psi(\mathbf k)=U\psi_0 .\tag{1}$$

A bound state is an eigenstate with finite norm. Write $\langle f\rangle=\int d^3k\,f(\mathbf k)/(2\pi)^3$ for the average over the Brillouin zone. The norm is then $\sum_{\mathbf r}|\psi(\mathbf r)|^2=\langle|\psi(\mathbf k)|^2\rangle$.

### Where the energy can lie

Suppose first that $\psi_0=0$. Then (1) makes $\psi(\mathbf k)$ vanish wherever $e(\mathbf k)\neq E$. The exceptional points have no volume, because for given $k_x,k_y$ at most two values of $k_z$ satisfy $e=E$. The norm is zero and there is no state. A bound state therefore has $\psi_0\neq0$, and

$$\psi(\mathbf k)=\frac{U\psi_0}{e(\mathbf k)-E},\qquad
\text{norm}=U^2|\psi_0|^2\left\langle\frac{1}{[e(\mathbf k)-E]^2}\right\rangle .\tag{2}$$

If $E$ is inside the band, the surface $e(\mathbf k)=E$ separates regions of lower and higher energy. The gradient of $e$ vanishes only at the isolated points where every $k_i$ is $0$ or $\pi$. Isolated points cannot separate regions in three dimensions, so the surface has places with non-zero gradient $v$. At distance $n$ from such a place, $e-E\approx vn$, and $\int dn/(vn)^2$ diverges. The norm is infinite.

At the lower edge, $e+6t\approx tq^2$ for small $q=|\mathbf k|$. The norm contains $\int q^2dq/q^4$, which diverges at $q=0$. The upper edge behaves in the same way around $(\pi,\pi,\pi)$. A bound state must therefore lie strictly outside the band.

Now average $\psi(\mathbf k)$ over the zone. The average is $\psi_0$, and dividing by $U\psi_0$ gives

$$\frac1U=\left\langle\frac{1}{e(\mathbf k)-E}\right\rangle .\tag{3}$$

Above the band the right side is negative and the left side positive, so no solution exists there. Below it, write $E=-6t-\varepsilon$, where $\varepsilon>0$ is the binding energy, and define

$$D(\mathbf k)=e(\mathbf k)+6t=2t(3-\cos k_x-\cos k_y-\cos k_z),$$

$$g(\varepsilon)=\left\langle\frac{1}{D(\mathbf k)+\varepsilon}\right\rangle .$$

The condition is $1/U=g(\varepsilon)$.

### Why three dimensions has a threshold

Since $D\ge0$, raising $\varepsilon$ lowers the integrand everywhere. Thus $g$ falls strictly as $\varepsilon$ grows, and it tends to zero because $g(\varepsilon)\le1/\varepsilon$. Its largest value is reached as $\varepsilon\to0$, so everything depends on whether $g(0)$ is finite.

Near $\mathbf k=0$ the integrand of $g(0)$ is $1/(tq^2)$. In $d$ dimensions the volume element is proportional to $q^{d-1}dq$, so the critical piece is

$$\int_0 q^{d-3}\,dq .$$

It diverges for $d=1$ and $d=2$. There $g$ takes every positive value, and any $U>0$ binds, as you found for the chain. For $d=3$ the integral converges. Then $g$ covers only the values between $0$ and $g(0)$, and a root with $\varepsilon>0$ exists if and only if

$$\frac1U<g(0),\qquad\text{that is}\qquad U>U_c=\frac1{g(0)} .$$

The root is unique because $g$ is strictly decreasing. It gives a genuine bound state, because $D+\varepsilon\ge\varepsilon$ keeps the norm in (2) finite. At $U=U_c$ the root is $\varepsilon=0$, where the norm was shown to diverge, so binding requires $U$ strictly greater than $U_c$.

Physically, localizing the electron costs kinetic energy. In three dimensions a shallow, short-ranged well does not repay that cost.

### Watson's integral

Taking the factor $2t$ out of $D$ gives

$$g(0)=\frac{W}{2t},\qquad
W=\left\langle\frac{1}{3-\cos k_x-\cos k_y-\cos k_z}\right\rangle,\qquad U_c=\frac{2t}{W}.$$

$W$ is Watson's integral for the simple-cubic lattice. To reduce it to one dimension, use $1/x=\int_0^\infty e^{-sx}ds$ with $x=3-\sum_i\cos k_i$. The integrand is positive, so the order of integration may be changed, and the three $k$ integrals separate:

$$W=\int_0^\infty\left[e^{-s}I_0(s)\right]^3ds,\qquad I_0(s)=\frac1\pi\int_0^\pi e^{s\cos k}\,dk .$$

Here $I_0$ is the modified Bessel function. The integrand decays slowly, so it pays to treat large $s$ analytically. Put $x=1-\cos k$. Then $dk=dx/\sqrt{x(2-x)}$, and for small $x$

$$\frac{1}{\sqrt{x(2-x)}}=\frac{1}{\sqrt{2x}}\left(1+\frac x4+\frac{3x^2}{32}+\dots\right).$$

The factor $e^{-sx}$ confines the integral to small $x$. Integrating term by term with

$$\int_0^\infty x^{-1/2}e^{-sx}dx=\sqrt{\frac{\pi}{s}},$$

and with the next two half-integer powers, which bring factors $1/(2s)$ and $3/(4s^2)$, gives

$$e^{-s}I_0(s)\approx\frac1{\sqrt{2\pi s}}\left(1+\frac1{8s}+\frac9{128s^2}\right).$$

In the cube, the coefficient of $1/s$ in the bracket is $3/8$. That of $1/s^2$ is $3\cdot\frac9{128}+3\cdot\frac1{64}=\frac{33}{128}$. Integrating from $S$ to infinity,

$$\int_S^\infty[e^{-s}I_0]^3ds\approx\frac{1}{(2\pi)^{3/2}}\left[\frac2{S^{1/2}}+\frac1{4S^{3/2}}+\frac{33}{320S^{5/2}}\right].$$

At $S=10$ the bracket is $0.63246+0.00791+0.00033=0.64069$. Multiplication by $(2\pi)^{-3/2}=0.063494$ gives $0.04068$. Adaptive numerical quadrature from $0$ to $10$ gives $0.46478$. Therefore

$$W\approx0.46478+0.04068=0.50546,\qquad
U_c=\frac{2t}{0.50546}\approx3.957t .$$

This is the required $3.96t$. A closed form in gamma functions, which I quote without deriving, is

$$W=\frac{\sqrt6}{96\pi^3}\,\Gamma\!\left(\tfrac1{24}\right)\Gamma\!\left(\tfrac5{24}\right)\Gamma\!\left(\tfrac7{24}\right)\Gamma\!\left(\tfrac{11}{24}\right),$$

and its numerical value is $0.505462$. The threshold follows from the Bessel integral alone.

### Just above threshold

How fast does the level leave the band? Subtract the two values of $g$:

$$g(0)-g(\varepsilon)=\left\langle\frac{\varepsilon}{D(D+\varepsilon)}\right\rangle .$$

For small $\varepsilon$ this is dominated by $q\sim\sqrt{\varepsilon/t}$, where $D\approx tq^2$. The rest of the zone contributes only at order $\varepsilon$. With $d^3q/(2\pi)^3\to q^2dq/(2\pi^2)$,

$$g(0)-g(\varepsilon)\approx\frac{\varepsilon}{2\pi^2t}\int_0^\infty\frac{dq}{tq^2+\varepsilon}
=\frac{\varepsilon}{2\pi^2t}\,\frac{\pi}{2\sqrt{t\varepsilon}}
=\frac{\sqrt\varepsilon}{4\pi t^{3/2}} .$$

Setting $g(\varepsilon)=1/U$ and $g(0)=1/U_c$, then squaring, gives the leading-order law

$$\varepsilon\approx(4\pi)^2t^3\left(\frac1{U_c}-\frac1U\right)^2 .\tag{4}$$

The binding energy starts quadratically in $U-U_c$. At $U=1.01U_c$ the law gives $9.89\times10^{-4}t$, while solving $1/U=g(\varepsilon)$ numerically gives $9.80\times10^{-4}t$. The law is high by $0.9\%$ of the full root.

The probability of finding the electron on the special site follows from setting the norm in (2) to one. Since $\langle(D+\varepsilon)^{-2}\rangle=-g'(\varepsilon)$,

$$|\psi_0|^2=\frac{1}{U^2|g'(\varepsilon)|}\approx\frac{8\pi t^{3/2}\sqrt\varepsilon}{U^2}\quad\text{near threshold}.\tag{5}$$

The last form uses $|g'|\approx1/(8\pi t^{3/2}\sqrt\varepsilon)$, the derivative of the square-root law. The weight vanishes at threshold: a barely bound electron is spread over many sites.

### Far above threshold

For large $U$ the level is far from the band. Put $E=-X$ and expand (3) in $e/X$:

$$\frac1U=\left\langle\frac1{X+e}\right\rangle\approx\frac1X-\frac{\langle e\rangle}{X^2}+\frac{\langle e^2\rangle}{X^3} .$$

The average of a cosine is zero and that of its square is one half. Hence $\langle e\rangle=0$ and $\langle e^2\rangle=4t^2\cdot3\cdot\frac12=6t^2$. Solving to first order in the correction gives $X\approx U+6t^2/U$, so

$$\varepsilon=X-6t\approx U-6t+\frac{6t^2}{U}.$$

The electron sits mostly on the special site and gains a little energy by visiting its six neighbours. Numerical roots of $1/U=g(\varepsilon)$, with the weight from the first form of (5), connect the two limits:

| $U/t$ | $\varepsilon/t$ | weight on site |
|---|---|---|
| 4.0 | 0.0012 | 0.053 |
| 5.0 | 0.401 | 0.609 |
| 6.0 | 1.104 | 0.773 |
| 8.0 | 2.790 | 0.890 |

At $U=8t$ the large-$U$ formula gives $2.75t$, close to the root. At $U=5t$ the threshold law (4) gives $158\,(0.2527-0.2000)^2t\approx0.44t$, about $10\%$ above the root, so it should no longer be used for numbers.

### What your periodic cell shows

In a periodic cell of $N=L^3$ sites, the zone average becomes a sum over $N$ allowed wave vectors:

$$\frac1U=\frac1N\sum_{\mathbf k}\frac1{D(\mathbf k)+\varepsilon}
=\frac1{N\varepsilon}+\frac1N\sum_{\mathbf k\ne0}\frac1{D(\mathbf k)+\varepsilon}.$$

The first term comes from $\mathbf k=0$, where $D=0$. It grows without limit as $\varepsilon\to0$, so a root exists for every $U>0$, however small. A level below $-6t$ in a finite cell therefore does not by itself show binding.

For fixed $U<U_c$, let the cell grow. The remaining sum tends to $g(0)=1/U_c$, because $\varepsilon$ shrinks as $1/N$ while the smallest non-zero $D$ shrinks only as $1/L^2$. Thus

$$N\varepsilon\to\frac{1}{1/U-1/U_c}.$$

For your $U=3t$ the limit is $t/(0.33333-0.25273)=12.41t$. Direct diagonalization of three cells, with $U$ held at $3t$, gives

| $L$ | depth $\varepsilon/t$ | $N\varepsilon/t$ | weight on site |
|---|---|---|---|
| 12 | 0.00578 | 9.98 | 0.0064 |
| 18 | 0.00183 | 10.69 | 0.0022 |
| 24 | 0.00080 | 11.08 | 0.0010 |

The product $N\varepsilon$ approaches its limit slowly. The discrete sum leaves out a region of radius about $1/L$ around $\mathbf k=0$, and the integral of $q^2dq/q^2$ over that region is of order $1/L$. A quadratic in $1/L$ passed through the three values of $1/(N\varepsilon)$ extrapolates to $N\varepsilon=12.41t$, in agreement with the formula.

The site weight fades too. In a large cell the $\mathbf k=0$ term dominates the norm, which gives $|\psi_0|^2\approx N\varepsilon^2/U^2$. Since $N\varepsilon$ tends to a constant, this falls as $1/N$. Your state is the lowest band state, slightly pulled down by the well and spread through the whole cell.

Compare $U=5t$. Diagonalizing the $L=24$ cell gives a depth of $0.4008t$ and a site weight of $0.609$, the same to these digits as the infinite-lattice values. The useful diagnostic is therefore the trend with cell size: for a bound state the depth and weight settle at non-zero values, while for $U<U_c$ both go to zero.

The depth and weight settle only when $L$ is well above the decay length of the bound state, which near threshold is about $\sqrt{t/\varepsilon}$ sites. At $U=4t$ this length is about 29 sites. The depth then falls from $0.029t$ at $L=12$ to $0.0083t$ at $L=24$, still far above its final value of $0.0012t$, although the site does bind. In smaller cells the product $\varepsilon L^2$ is a sharper indicator. Solving the cell equation at $U=U_c$ gives a nearly constant value, $3.74t$ to $3.77t$ for $L=8$ to $48$. For $L=8,12,24$ it rises as $4.02t,\ 4.19t,\ 4.76t$ at $U=4t$ and falls as $3.41t,\ 3.27t,\ 2.90t$ at $U=3.9t$. Very close to $U_c$, the infinite-lattice condition $1/U=g(\varepsilon)$ is still the safer test.

### How far this carries over to a real defect

The full bandwidth is $12t$, so the threshold is about one third of it. For an illustrative band $6$ eV wide, $t=0.5$ eV and $U_c\approx2.0$ eV. This is a scale for a neutral, very compact defect in a single s band, not a prediction for a named crystal.

A real defect also disturbs its neighbours. Suppose each of the six is lowered by a small $V$. Let $g_0=g(0)$, and let $g_1=\langle e^{ik_x}/D\rangle$ be the corresponding average for a neighbouring site. Because $\langle D/D\rangle=1$ and $D$ contains six equal neighbour terms, $6t(g_0-g_1)=1$. Hence $g_1=(0.25273-0.16667)/t\approx0.0861/t$.

At threshold the amplitudes on the centre and on a neighbour obey, to first order in $V$,

$$\psi_0=Ug_0\psi_0+6Vg_1\psi_1,\qquad \psi_1\approx Ug_1\psi_0 .$$

Insert the second equation into the first and put $U\approx1/g_0$ in the term that already contains $V$:

$$U_c(V)\approx\frac1{g_0}-6V\left(\frac{g_1}{g_0}\right)^2\approx3.96t-0.70V .$$

With $V=0.1t$ the threshold falls by about $0.07t$, or $2\%$ of its original value. For larger $V$ the neglected higher orders lower it further.

A charged defect changes the conclusion itself. If its potential has an attractive tail $-C/r$, a trial state spread over a radius $R$ costs kinetic energy of order $t/R^2$ but gains energy of order $C/R$. For large enough $R$ the gain wins for any $C>0$, so there is no threshold. This assumes that the tail keeps its $1/r$ form at large distances. Mobile carriers screen it, and a threshold can then return. The value $3.96t$ belongs to a well confined to one site.

All numerical values are calculated from the stated model.
